# Matrix elements of cos²θ between spherical harmonics: verification in Python

```python
# Result under test, for orthonormal spherical harmonics Y_lm:
#   <lm|cos^2|lm>    = (2l(l+1) - 2m^2 - 1) / ((2l-1)(2l+3))
#   <l+2,m|cos^2|lm> = sqrt(((l+1)^2-m^2)((l+2)^2-m^2)/((2l+1)(2l+5)))/(2l+3)
#   average of the first over m = 1/3; all elements with other l', m' vanish.
# theta, phi: polar and azimuthal angles; l, m: angular momentum numbers.
# a_l = <l-1,m|cos|lm>; L^2 is in units of hbar^2. All numbers dimensionless.
from fractions import Fraction
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy.special import lpmv

L_MAX = 8
TOL = 1e-11  # rounding error of double-precision quadrature


def a_squared(l, m):
    return Fraction(l * l - m * m, 4 * l * l - 1)


def mean_formula(l, m):
    return Fraction(2 * l * (l + 1) - 2 * m * m - 1,
                    (2 * l - 1) * (2 * l + 3))


def up_two_formula(l, m):
    product = ((l + 1)**2 - m * m) * ((l + 2)**2 - m * m)
    return sqrt(product / ((2 * l + 1) * (2 * l + 5))) / (2 * l + 3)


def harmonic(l, m, x, phi):
    k = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    value = norm * lpmv(k, l, x) * np.exp(1j * k * phi)
    return value if m >= 0 else (-1)**k * np.conj(value)


# Full-sphere quadrature: Gauss-Legendre in cos(theta), uniform in phi
nodes, node_weights = np.polynomial.legendre.leggauss(24)
n_phi = 32
phi_values = 2 * pi * np.arange(n_phi) / n_phi
X, PHI = np.meshgrid(nodes, phi_values, indexing="ij")
x, phi = X.ravel(), PHI.ravel()
weights = np.repeat(node_weights, n_phi) * 2 * pi / n_phi

states = [(l, m) for l in range(L_MAX + 1) for m in range(-l, l + 1)]
index = {state: i for i, state in enumerate(states)}
Y = np.array([harmonic(l, m, x, phi) for l, m in states])


def matrix_of(function_values):
    return (Y.conj() * (weights * function_values)) @ Y.T


overlap = matrix_of(np.ones_like(x))
cos_matrix = matrix_of(x)
cos2_matrix = matrix_of(x**2)
assert np.allclose(overlap, np.eye(len(states)), atol=TOL, rtol=0)

# Every element of cos and cos^2, including those predicted to vanish
cos_predicted = np.zeros((len(states), len(states)))
cos2_predicted = np.zeros_like(cos_predicted)
for l, m in states:
    i = index[l, m]
    cos2_predicted[i, i] = float(mean_formula(l, m))
    if (l + 1, m) in index:
        j = index[l + 1, m]
        cos_predicted[i, j] = cos_predicted[j, i] = sqrt(a_squared(l + 1, m))
    if (l + 2, m) in index:
        j = index[l + 2, m]
        cos2_predicted[i, j] = cos2_predicted[j, i] = up_two_formula(l, m)
cos_error = np.max(np.abs(cos_matrix - cos_predicted))
cos2_error = np.max(np.abs(cos2_matrix - cos2_predicted))
assert cos_error < TOL
assert cos2_error < TOL

# Recursion for the squared coefficients, using integrated elements only
for l in range(L_MAX):
    for m in range(-l, l + 1):
        upper = abs(cos_matrix[index[l + 1, m], index[l, m]])**2
        lower = 0.0
        if l > abs(m):
            lower = abs(cos_matrix[index[l - 1, m], index[l, m]])**2
        assert abs((2 * l + 3) * upper - (2 * l - 1) * lower - 1) < 1e-10

# Uniform summed density and the m average, both from the harmonics
averages = []
for l in range(L_MAX + 1):
    rows = [index[l, m] for m in range(-l, l + 1)]
    density = np.sum(np.abs(Y[rows])**2, axis=0)
    assert np.allclose(density, (2 * l + 1) / (4 * pi), atol=TOL, rtol=0)
    averages.append(np.mean([cos2_matrix[i, i].real for i in rows]))
assert np.allclose(averages, 1 / 3, atol=TOL, rtol=0)

# The average for general l, by symbolic summation over m
ls, ms = sp.symbols("l m", integer=True, nonnegative=True)
sum_m2 = 2 * sp.summation(ms**2, (ms, 1, ls))
numerator = 2 * ls * (ls + 1) - 1 - 2 * sum_m2 / (2 * ls + 1)
general_average = sp.simplify(numerator / ((2 * ls - 1) * (2 * ls + 3)))
assert sp.simplify(general_average - sp.Rational(1, 3)) == 0

# Commutators acting on an arbitrary function of the angles
t, p = sp.symbols("theta phi", real=True)
f = sp.Function("f")(t, p)
c, s = sp.cos(t), sp.sin(t)


def L_squared(g):
    return -(sp.diff(s * sp.diff(g, t), t) / s + sp.diff(g, p, 2) / s**2)


single = L_squared(c * f) - c * L_squared(f)
assert sp.simplify(sp.expand(single - 2 * s * sp.diff(f, t) - 2 * c * f)) == 0
double = 2 * c * L_squared(c * f) - c**2 * L_squared(f) - L_squared(c**2 * f)
assert sp.simplify(sp.expand(double - 2 * s**2 * f)) == 0

# Limiting orientations
for l in range(L_MAX + 1):
    edge = cos2_matrix[index[l, l], index[l, l]].real
    assert abs(edge - 1 / (2 * l + 3)) < TOL
assert abs(float(mean_formula(10**4, 0)) - 0.5) < 1e-8

# Worked example: l = 2, then superpositions of Y_20 and Y_40
print("All printed numbers are dimensionless")
print(f"largest l in the quadrature tests: {L_MAX}")
print(f"largest error, cos(theta) matrix: {cos_error:.1e}")
print(f"largest error, cos^2(theta) matrix: {cos2_error:.1e}")
for m in range(3):
    i, j = index[2, m], index[4, m]
    print(f"l=2, m={m}: a_2^2 = {a_squared(2, m)}, "
          f"a_3^2 = {a_squared(3, m)}, a_4^2 = {a_squared(4, m)}")
    print(f"  mean cos^2: formula {mean_formula(2, m)}"
          f" = {float(mean_formula(2, m)):.6f},"
          f" quadrature {cos2_matrix[i, i].real:.6f}")
    print(f"  element l=2 to l=4: formula {up_two_formula(2, m):.6f},"
          f" quadrature {cos2_matrix[j, i].real:.6f}")
total = sum(mean_formula(2, m) for m in range(-2, 3))
print(f"l=2: sum of the means over five m = {total}, average = {total / 5}")
print(f"l=2: average over m by quadrature = {averages[2]:.6f}")

mean_40 = mean_formula(4, 0)
print(f"l=4, m=0: mean cos^2 = {mean_40} = {float(mean_40):.6f}")
population_part = float(mean_formula(2, 0) + mean_40) / 2
print(f"half the sum of the Y_20 and Y_40 means = {population_part:.6f}")
for sign, name in ((1, "plus"), (-1, "minus")):
    psi = (Y[index[2, 0]] + sign * Y[index[4, 0]]) / sqrt(2)
    integrated = np.sum(weights * np.abs(psi)**2 * x**2)
    predicted = population_part + sign * up_two_formula(2, 0)
    assert abs(integrated - predicted) < TOL
    print(f"(Y_20 {name} Y_40)/sqrt(2): mean cos^2 = {predicted:.6f}"
          f" (formula), {integrated:.6f} (quadrature)")

print(f"l=8, m=8: mean cos^2 = {mean_formula(8, 8)}"
      f" = {float(mean_formula(8, 8)):.6f}")
print(f"l=8, m=0: mean cos^2 = {mean_formula(8, 0)}"
      f" = {float(mean_formula(8, 0)):.6f}")
print("every check passed")
```

It prints:

```
All printed numbers are dimensionless
largest l in the quadrature tests: 8
largest error, cos(theta) matrix: 1.5e-14
largest error, cos^2(theta) matrix: 1.5e-14
l=2, m=0: a_2^2 = 4/15, a_3^2 = 9/35, a_4^2 = 16/63
  mean cos^2: formula 11/21 = 0.523810, quadrature 0.523810
  element l=2 to l=4: formula 0.255551, quadrature 0.255551
l=2, m=1: a_2^2 = 1/5, a_3^2 = 8/35, a_4^2 = 5/21
  mean cos^2: formula 3/7 = 0.428571, quadrature 0.428571
  element l=2 to l=4: formula 0.233285, quadrature 0.233285
l=2, m=2: a_2^2 = 0, a_3^2 = 1/7, a_4^2 = 4/21
  mean cos^2: formula 1/7 = 0.142857, quadrature 0.142857
  element l=2 to l=4: formula 0.164957, quadrature 0.164957
l=2: sum of the means over five m = 5/3, average = 1/3
l=2: average over m by quadrature = 0.333333
l=4, m=0: mean cos^2 = 39/77 = 0.506494
half the sum of the Y_20 and Y_40 means = 0.515152
(Y_20 plus Y_40)/sqrt(2): mean cos^2 = 0.770702 (formula), 0.770702 (quadrature)
(Y_20 minus Y_40)/sqrt(2): mean cos^2 = 0.259601 (formula), 0.259601 (quadrature)
l=8, m=8: mean cos^2 = 1/19 = 0.052632
l=8, m=0: mean cos^2 = 143/285 = 0.501754
every check passed
```
